# Self-consistent dipole correction for periodically repeated polar slabs

A polar slab 3 nm thick is relaxed in a periodic cell 8 nm long. Its vacuum carries a field of 1.92 MV/cm, although no field was applied. Adding a linear potential afterwards removes this field and leaves a potential step of 1.53 V across the slab. The same slab with open boundaries has a step of 1.02 V. Both vacua are flat, yet the first step is 51 % too large relative to the second. The cause is the response of the slab to the field that periodicity imposed on it, and the cure is to determine the correction together with the charge.

## Conventions and the required step

Let $z$ be the surface normal, $L$ the cell length and $\rho(z)$ the total charge density, ions and electrons, averaged over planes parallel to the surface. The cell runs from $z=0$ to $z=L$. Its boundary, called the cut, lies in vacuum where $\rho=0$. The slab is neutral. Its dipole per area is

$$m=\int_0^L z\,\rho(z)\,dz .$$

The electrostatic potential is $\phi$, the field is $E=-d\phi/dz$, and an electron has potential energy $-e\phi$. With lengths in nm and charges in units of $e$, $\varepsilon_0=0.05526\ e/(\mathrm{V\,nm})$; also $1\ \mathrm{V/nm}=10\ \mathrm{MV/cm}$.

For an isolated slab without applied field, $E=0$ on the left. Gauss's law, $dE/dz=\rho/\varepsilon_0$, and neutrality then give $E=0$ on the right. Integration by parts yields the step:

$$\phi_{\rm iso}(L)-\phi_{\rm iso}(0)=-\int_0^L E\,dz
=-\big[zE\big]_0^L+\int_0^L z\frac{dE}{dz}\,dz=\frac{m}{\varepsilon_0}.$$

The boundary term vanishes because $E(L)=0$. A dipole pointing along $+z$ therefore raises $\phi$ on the $+z$ side and lowers the vacuum level of an electron there by $em/\varepsilon_0$. Shifting the origin by $c$ changes $m$ by $-c\int\rho\,dz=0$, so the step does not depend on the origin as long as the slab is not divided by the cut.

## The spurious field and the ramp

The periodic potential $\phi_{\rm per}$ obeys the same Poisson equation for the same charge. Inside the cell the difference $\phi_{\rm per}-\phi_{\rm iso}$ has zero second derivative, so it is $az+b$. Periodicity requires

$$0=\phi_{\rm per}(L)-\phi_{\rm per}(0)=\frac{m}{\varepsilon_0}+aL
\quad\Rightarrow\quad a=-\frac{m}{\varepsilon_0L}.$$

Since $\phi_{\rm iso}$ is flat in vacuum, the periodic vacuum field is $-a=+m/(\varepsilon_0L)$. The potential must return to its starting value within one cell, and the vacuum has to take part in that return.

The correction is a ramp inside the cell,

$$\phi_{\rm corr}(z)=\frac{m_{\rm in}}{\varepsilon_0L}\,z,\qquad 0<z<L,$$

repeated periodically, with a drop $m_{\rm in}/\varepsilon_0$ at the cut. Ramp and drop together are the periodic potential of a dipole sheet of strength $-m_{\rm in}$ placed at the cut. The ramp contributes a field $-m_{\rm in}/(\varepsilon_0L)$, so the total vacuum field is

$$E_{\rm vac}=\frac{m-m_{\rm in}}{\varepsilon_0L}.\tag{1}$$

It vanishes for $m_{\rm in}=m$. With the wrong sign, $m_{\rm in}=-m$, a frozen charge gives twice the original field, which makes a sign error easy to recognise. If a vacuum field $E_0$ is wanted, equation (1) gives $m_{\rm in}=m-\varepsilon_0LE_0$.

The total potential differs between the two cell ends by $m_{\rm in}/\varepsilon_0$ whatever $m_{\rm in}$ is, because $\phi_{\rm per}$ contributes nothing. Reading the inserted step back from the cell ends is therefore no evidence that it is right. The flatness of the vacuum is the evidence, provided that the charge has relaxed in the potential being examined.

### A frozen charge

Take a square lateral cell of side 0.5 nm, with $L=6$ nm. It holds three Gaussian charges of standard deviation 0.07 nm: $+0.01e$, $-0.03e$ and $+0.02e$ at $z=2.6$, 3.0 and 3.7 nm, at different lateral positions. Division by the area 0.25 nm² gives 0.04, $-0.12$ and $0.08\ e/\mathrm{nm^2}$, hence

$$m=0.04(2.6)-0.12(3.0)+0.08(3.7)=0.040\ e/\mathrm{nm}.$$

The step is $0.040/0.05526=0.724$ V and the predicted spurious field is $0.724/6=0.121$ V/nm, or 1.21 MV/cm. A three-dimensional Fourier solution of Poisson's equation on a $20\times20\times240$ grid gives this field. After the ramp is added, the remaining field is about $10^{-14}$ MV/cm, which is rounding error.

An open-boundary reference follows from the potential $-\sigma|z-z_0|/(2\varepsilon_0)$ of a charged sheet, averaged over each Gaussian. Up to a constant, the corrected planar average agrees with it throughout the cell to about $10^{-15}$ V. The ramp thus restores the potential inside the slab as well as in the vacuum.

### Why a planar correction suffices

A lateral Fourier component of the potential with in-plane wavevector $G\neq0$ obeys $d^2\phi_G/dz^2=G^2\phi_G$ in vacuum. Its part due to the slab decays as $e^{-Gz}$ away from the surface. For a period of 0.5 nm, $G=2\pi/0.5=12.57\ \mathrm{nm^{-1}}$; the Fourier solution has this decay rate between 0.7 and 1.1 nm above the uppermost charge. Only the $G=0$ component lacks such decay. A long lateral period, such as that of a large surface reconstruction, has a small $G$ and needs a correspondingly thicker vacuum.

## Energy and forces

For a frozen charge the electrostatic energy per area is $W=\frac12\int\rho\phi\,dz$, apart from the lateral components. Inserting $\phi_{\rm per}=\phi_{\rm iso}-mz/(\varepsilon_0L)+b$ and using neutrality to remove $b$,

$$W_{\rm per}=W_{\rm iso}-\frac{m^2}{2\varepsilon_0L}.$$

The energy to be added is $W_{\rm corr}=m^2/(2\varepsilon_0L)$. Since $\delta m/\delta\rho(z)=z$,

$$\frac{\delta W_{\rm corr}}{\delta\rho(z)}=\frac{m}{\varepsilon_0L}\,z=\phi_{\rm corr}(z),$$

so energy and potential are consistent. The factor $\frac12$ is present because the ramp is produced by the charge itself. For the Gaussian charges, $W_{\rm corr}=0.040\times0.724/(2\times6)$ eV/nm² $=2.41$ meV/nm².

In a density-functional code the sum of orbital energies already contains $\int\rho_{\rm el}\phi_{\rm corr}\,dz=m\,m_{\rm el}/(\varepsilon_0L)$, where $m=m_{\rm ion}+m_{\rm el}$ and all parts use the same origin. The term to add to an energy built from that sum is therefore

$$\frac{m^2}{2\varepsilon_0L}-\frac{m\,m_{\rm el}}{\varepsilon_0L}
=\frac{(m_{\rm ion}+m_{\rm el})(m_{\rm ion}-m_{\rm el})}{2\varepsilon_0L}
=\frac{m_{\rm ion}^2-m_{\rm el}^2}{2\varepsilon_0L}.$$

An ion of charge $q$ changes $m$ by $q\,dz/A$ when it moves in a cell of area $A$. With the electrons at a stationary energy, its additional force is $-A\,\partial W_{\rm corr}/\partial z=-qm/(\varepsilon_0L)$, the force of the ramp field.

## A slab that responds

To see how the correction and the charge influence each other, describe the slab by a relative permittivity $\varepsilon_r(z)$ and a fixed polarization $P(z)$, with $\varepsilon_r=1$ and $P=0$ in vacuum. This is linear response of an insulator without free charge. The displacement

$$D=\varepsilon_0\varepsilon_r(z)E(z)+P(z)$$

is then constant along $z$ and equals its vacuum value $\varepsilon_0E_{\rm vac}$. Inside the cell the total potential rises by $m_{\rm in}/\varepsilon_0$, so $\int_0^LE\,dz=-m_{\rm in}/\varepsilon_0$. Solve for $E=(D-P)/(\varepsilon_0\varepsilon_r)$, integrate and multiply by $\varepsilon_0$:

$$D\int_0^L\frac{dz}{\varepsilon_r}-\int_0^L\frac{P}{\varepsilon_r}\,dz=-m_{\rm in}.$$

Define

$$m_*=\int_0^L\frac{P}{\varepsilon_r}\,dz,\qquad
\ell=\int_0^L\Big(1-\frac1{\varepsilon_r}\Big)dz .$$

The first integral is $L-\ell$, and therefore

$$E_{\rm vac}=\frac{m_*-m_{\rm in}}{\varepsilon_0(L-\ell)}.\tag{2}$$

The dipole $m_{\rm out}$ of the relaxed charge follows from equation (1), which holds for any charge:

$$m_{\rm out}=m_{\rm in}+\varepsilon_0LE_{\rm vac}
=m_{\rm in}+\frac{L}{L-\ell}\,(m_*-m_{\rm in}).\tag{3}$$

The fixed point is $m_{\rm in}=m_{\rm out}=m_*$. There $D=0$, which is the condition for the isolated slab, and the step $m_*/\varepsilon_0$ no longer depends on $L$.

Without correction, $m_{\rm in}=0$ and $m_{\rm out}=m_*L/(L-\ell)$. The dipole exceeds $m_*$ by the fraction $\ell/(L-\ell)$. A ramp added afterwards with this dipole flattens the vacuum by equation (1), but fixes the wrong step.

### The numbers of the 3 nm slab

The slab has $P=3\ \mathrm{\mu C/cm^2}=0.1873\ e/\mathrm{nm^2}$ along $+z$ and $\varepsilon_r=10$. Then

$$\ell=3(1-0.1)=2.7\ \mathrm{nm},\qquad m_*=\frac{0.1873\times3}{10}=0.0562\ e/\mathrm{nm}.$$

The isolated step is $0.0562/0.05526=1.02$ V. Electrons see a vacuum level 1.02 eV lower on the $+z$ side. The slab field is $-P/(\varepsilon_0\varepsilon_r)=-3.39$ MV/cm.

For $L=8$ nm without correction, equation (2) gives $E_{\rm vac}=0.0562/(0.05526\times5.3)=0.192$ V/nm. Zero mean field requires a slab field of $-(5/3)\times1.92=-3.20$ MV/cm. This opposes the polarization less than the isolated field does, so the slab keeps a larger dipole, 0.0848 $e$/nm. The late ramp then adds $-1.92$ MV/cm everywhere and makes the slab field $-5.11$ MV/cm, to which the charge has not been allowed to respond. That field over 3 nm is the 1.53 V of the opening.

Lengthening the cell removes the error slowly. Without correction the dipole excess relative to $m_*$ is 51 % at 8 nm, 20 % at 16 nm and 9 % at 32 nm, for the same slab. An excess of 1 % would need $L=101\,\ell$, about 270 nm.

A graded slab of the same thickness shows that the result is not tied to uniform material. Let $t$ run from 0 to 1 across it, with $\varepsilon_r=5+6t$ and polarization $P(\tfrac12+t^2)$, $P$ being the value above. The step is

$$\frac{3P}{\varepsilon_0}\int_0^1\frac{\frac12+t^2}{5+6t}\,dt=10.16\times0.1014\ \mathrm V=1.03\ \mathrm V .$$

A finite-volume solution with open boundaries and the corrected periodic loop, both on a 0.05 nm grid, each give 1.03 V.

## Algorithm

```
choose cut in the middle of the vacuum; z measured from cut
m_in = 0; choose alpha
repeat
    phi_corr(z) = m_in * z / (eps0 * L)
    relax charge in phi_per + phi_corr
        (electron energy: -e * phi_corr)
    rho(z) = planar average of ions + electrons
    m_out = integral of z * rho(z) over the cell
    E_vac = (m_out - m_in) / (eps0 * L)
    if |E_vac| < tolerance: stop
    m_in = m_in + alpha * (m_out - m_in)
step = m_in / eps0
add the energy and force terms
```

Point ions enter the dipole as $\sum_iq_iz_i/A$. Every coordinate must first be mapped into $0<z<L$ as measured from the cut, for ions and electrons alike.

The planar average costs one pass over the $N$ grid points, and the dipole a sum over the planes. This is less than a fast Fourier transform, whose cost grows as $N\log N$. The real expense is the number of charge relaxations.

The tolerance can be tied to the wanted accuracy of the step. From equation (2), the inserted step is wrong by

$$\frac{m_{\rm in}-m_*}{\varepsilon_0}=-(L-\ell)E_{\rm vac}.$$

In the 8 nm cell an error of 1 mV corresponds to $10^{-3}/5.3$ V/nm, about 0.002 MV/cm.

## Stability

Let $\delta=m_{\rm in}-m_*$. Equation (3) gives $m_{\rm out}-m_{\rm in}=-L\delta/(L-\ell)$, so one update multiplies the error by

$$r=1-\frac{\alpha L}{L-\ell}.\tag{4}$$

Convergence requires $|r|<1$, that is

$$0<\alpha<2\Big(1-\frac{\ell}{L}\Big).$$

Full updates, $\alpha=1$, converge if $\ell<L/2$. In the 8 nm cell $r=1-8/5.3=-0.509$. The negative sign means overshoot:

| Update | $m_{\rm in}$ ($e$/nm) | $E_{\rm vac}$ (MV/cm) |
|---|---|---|
| 0 | 0.0000 | +1.918 |
| 1 | 0.0848 | −0.977 |
| 2 | 0.0416 | +0.498 |
| 3 | 0.0636 | −0.254 |
| 4 | 0.0524 | +0.129 |

The field falls below $10^{-6}$ MV/cm after 22 updates. Continued to 60 updates, the loop leaves a vacuum field at the level of rounding, about $10^{-13}$ MV/cm.

In a 5 nm cell the same slab has $r=1-5/2.3=-1.17$ and full updates diverge. The limit is $\alpha=0.92$. In the finite-volume model, the field after 40 updates is smaller than the initial one at $\alpha=0.90$ and larger at $\alpha=0.94$. The instability comes from the iteration; the fixed point is the same as in the long cell.

The choice $\alpha=1-\ell/L$ makes $r=0$, so one update suffices in the linear model. It is 0.66 for the 8 nm cell. There is no need to know $\ell$: two successive vacuum fields obtained with a trial $\alpha$ give $r=E_1/E_0$, and equation (4) then gives the best value as $\alpha/(1-r)$. Here it is $1/1.509=0.66$. For a nonlinear slab this is a secant step and has to be repeated.

Two limits show what controls the loop. For $\varepsilon_r\to1$, $\ell\to0$: the charge does not respond, and one full update is enough. For large $\varepsilon_r$, $\ell$ approaches the slab thickness, and full updates need a vacuum thicker than the slab. These statements assume that the charge is fully relaxed for each $m_{\rm in}$. If the ramp is updated at every density iteration, its stability also depends on the density mixing, which equation (4) does not describe.

## Failure modes

**Cut through the slab.** Suppose the cut is at $z=c$ and a charge $Q$ per area lies below it. That charge is wrapped to the top of the cell and its coordinate grows by $L$, so the dipole becomes $m'=m+LQ$. By equation (1), a ramp of this strength leaves the field $(m-m')/(\varepsilon_0L)=-Q/\varepsilon_0$. For the Gaussian charges with $c=3.35$ nm, $Q=0.04-0.12=-0.08\ e/\mathrm{nm^2}$ and $m'=0.04-0.48=-0.44\ e$/nm. The field left is 14.5 MV/cm, twelve times the uncorrected one. The error does not decrease with $L$.

**Electrons at the cut.** The density must be negligible where the ramp drops. Outside a surface with ionization energy $I$ it falls roughly as $e^{-2\kappa x}$, with $\kappa=\sqrt{2m_eI}/\hbar$ and $m_e$ the electron mass. For a rough $I=7$ eV and the 2.5 nm between surface and cut in the 8 nm cell, the factor is $4\times10^{-30}$.

**Net charge.** A charged slab has a dipole that depends on the origin, and a periodic calculation adds a compensating background whose potential is curved. The ramp cannot remove that curvature.

**Band overlap.** The potential drop across the slab grows with thickness. When it reaches the gap, the valence band edge at one surface meets the conduction band edge at the other. With a gap of 3.4 eV this happens at $3.4/0.339=10$ nm. The slab field confines the states at the two surfaces and so moves their levels away from the band edges, which delays the overlap of actual levels by a few nanometres of thickness. Beyond that, charge transfers and the linear insulating model fails. The dipole correction itself remains valid, but the relaxed slab is then a different, partly metallic system.

## Comparison with gallium nitride

The parameters are rough values for a thin gallium nitride film. The polarization of 3 µC/cm² is of the size calculated for the wurtzite crystal relative to a zinc-blende reference; the model assumes that the surface terminations cancel the larger structural part. The slab field is 1.1 times a rough breakdown field of 3 MV/cm. A carrier crossing the slab gains about 1.0 eV, however, less than the 3.4 eV needed to create a pair, so an avalanche is not expected at this thickness. By the same comparison there are no states for interband tunnelling.

Thermal carriers are negligible in the model. With the Fermi level in the middle of the gap left between the two surfaces, $3.4-1.0=2.4$ eV, and the free-electron mass, their sheet density $(m_ek_BT/\pi\hbar^2)\,e^{-2.4\,\mathrm{eV}/2k_BT}$ is about $10^{-7}\ \mathrm{cm^{-2}}$ at 300 K and 10 to 20 cm⁻² at 500 K, with the gap held fixed. The band edges are 46 and 28 $k_BT$ from the Fermi level, far from degeneracy. Confinement in so thin a slab raises the lowest levels above the band edges, by an amount that depends on the masses, and makes the densities smaller still, by orders of magnitude; the values given are therefore upper estimates.

The model also leaves out surface and defect charge, which a real film may carry. Opposite sheets of $10^{13}\ \mathrm{cm^{-2}}$ on the two faces, directed against the polarization charge, remove 0.54 V, more than half the step. A polarization change of 1 µC/cm² shifts it by 0.34 V. An in-plane strain of 1 % changes the polarization by roughly 1 to 1.5 µC/cm², depending on the piezoelectric constants adopted, which corresponds to about 0.3 to 0.5 V. If the ions are held fixed, so that the electrons alone screen with $\varepsilon_r$ near 5, the step is about 2.0 V. The converged 1.02 V is therefore the answer for the stated slab, and its transfer to a real film is limited by the surface charge and by which ions may relax.
